# Thermionic emission over a planar barrier: two derivations of the Richardson current: a program that tests the result

```python
"""
Result under test: the one-way thermionic current density over a planar barrier,
    J = mass * kT**2 / (2 pi**2) * exp(-barrier / kT)      (Hartree atomic units)
for an isotropic parabolic band with spin degeneracy 2.
  mass    : effective mass in electron masses
  kT      : thermal energy in hartree
  barrier : top of the band edge above the Fermi level, hartree
  bend    : top of the band edge above the bulk band edge, hartree
The reference side is a sum over a three-dimensional grid of wavevectors.
"""
import numpy as np
import mpmath
from scipy import constants as const
from scipy.integrate import quad

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
AU_CURRENT = const.physical_constants["atomic unit of current"][0]
AU_TO_A_CM2 = AU_CURRENT / BOHR**2 * 1e-4
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def thermal_energy(temperature):
    return const.k * temperature / HARTREE


def richardson(mass, kT, barrier):
    return mass * kT**2 / (2 * np.pi**2) * np.exp(-barrier / kT)


def interval(low, high):
    half = 0.5 * (high - low)
    return low + half * (NODES + 1), half * WEIGHTS


def grid_flux(mass, kT, barrier, bend, fermi=False):
    """Flux from its definition; also mean normal excess and transverse energy."""
    k_thermal = np.sqrt(2 * mass * kT)
    kx, wx = interval(np.sqrt(2 * mass * bend),
                      np.sqrt(2 * mass * (bend + 45 * kT)))
    kt, wt = interval(-7 * k_thermal, 7 * k_thermal)
    kx = kx[:, None, None]
    ky = kt[None, :, None]
    kz = kt[None, None, :]

    def band(qx):
        return (qx**2 + ky**2 + kz**2) / (2 * mass)

    step = 0.01 * k_thermal
    velocity = (band(kx + step) - band(kx - step)) / (2 * step)
    above_fermi = band(kx) + barrier - bend
    if fermi:
        occupation = 1 / (np.exp(above_fermi / kT) + 1)
    else:
        occupation = np.exp(-above_fermi / kT)
    cell = wx[:, None, None] * wt[None, :, None] * wt[None, None, :]
    part = 2 / (2 * np.pi)**3 * cell * velocity * occupation
    flux = part.sum()
    normal = (part * (kx**2 / (2 * mass) - bend)).sum() / flux
    transverse = (part * (ky**2 + kz**2) / (2 * mass)).sum() / flux
    return flux, normal, transverse


def close(a, b, tolerance=1e-8):
    return abs(a - b) <= tolerance * abs(b)


mass, barrier, bend, temperature = 0.5, 0.02, 0.014, 300.0
kT = thermal_energy(temperature)
J = richardson(mass, kT, barrier)

# Main formula, and its independence of the band bending.
J_grid, normal_mean, transverse_mean = grid_flux(mass, kT, barrier, bend)
assert close(J_grid, J)
assert close(grid_flux(mass, kT, barrier, 0.0)[0], J)
# A degenerate bulk (band edge below the Fermi level) gives the same current.
J_degenerate = grid_flux(mass, kT, barrier, 0.022, fermi=True)[0]
assert close(J_degenerate, J)
# Another mass.
assert close(grid_flux(1.3, kT, barrier, bend)[0], richardson(1.3, kT, barrier))

# Energies carried by the crossing electrons.
assert close(normal_mean, kT)
assert close(transverse_mean, kT)

# The separate factors of the integral.
k_thermal = np.sqrt(2 * mass * kT)
transverse_one = k_thermal * quad(lambda u: np.exp(-u**2), -8, 8, epsabs=0)[0]
assert close(transverse_one, np.sqrt(2 * np.pi * mass * kT))
u_min = np.sqrt(bend / kT)
normal_factor = k_thermal**2 / mass * quad(
    lambda u: u * np.exp(-u**2), u_min, u_min + 6, epsabs=0)[0]
assert close(normal_factor, kT * np.exp(-bend / kT))

# Density and mean speed by radial quadrature, then the kinetic forms.
second = quad(lambda u: u**2 * np.exp(-u**2), 0, 8, epsabs=0)[0]
third = quad(lambda u: u**3 * np.exp(-u**2), 0, 8, epsabs=0)[0]
Nc_quad = 2 / (2 * np.pi)**3 * 4 * np.pi * k_thermal**3 * second
speed_quad = k_thermal / mass * third / second
Nc = 2 * (mass * kT / (2 * np.pi))**1.5
speed = np.sqrt(8 * kT / (np.pi * mass))
assert close(Nc_quad, Nc)
assert close(speed_quad, speed)
n_top = Nc_quad * np.exp(-barrier / kT)
n_bulk = Nc_quad * np.exp(-(barrier - bend) / kT)
assert close(n_top * speed_quad / 4, J_grid)
assert close(n_bulk * np.sqrt(kT / (2 * np.pi * mass)) * np.exp(-bend / kT), J_grid)

# Overcount if total energy, not normal energy, had to exceed the bending.
angular = 2 * np.pi * quad(lambda a: np.sin(a) * np.cos(a), 0, np.pi / 2)[0]
radial = quad(lambda u: u**3 * np.exp(-u**2), u_min, u_min + 6, epsabs=0)[0]
J_total_rule = (2 / (2 * np.pi)**3 * angular * k_thermal**4 / mass * radial
                * np.exp(-(barrier - bend) / kT))
overcount = J_total_rule / J_grid
assert close(overcount, 1 + bend / kT)

# Fermi-Dirac occupation at low barriers, where the difference is visible.
low = 2 * kT
fermi_ratio = grid_flux(mass, kT, low, kT, fermi=True)[0] / richardson(mass, kT, low)
z = np.exp(-2.0)
assert close(fermi_ratio, float(-mpmath.polylog(2, -z).real) / z)
z6 = np.exp(-6.0)
ratio6 = (grid_flux(mass, kT, 6 * kT, kT, fermi=True)[0]
          / richardson(mass, kT, 6 * kT))
assert abs(ratio6 - (1 - z6 / 4)) < z6**2 / 8

# Richardson line from two grid currents; the bending may differ between them.
hot = 400.0
kT_hot = thermal_energy(hot)
J_hot = grid_flux(mass, kT_hot, barrier, 0.0125)[0]
log_cold = np.log(J_grid / temperature**2)
log_hot = np.log(J_hot / hot**2)
slope_barrier = -(log_hot - log_cold) / (1 / kT_hot - 1 / kT)
assert close(slope_barrier, barrier)

# Richardson constant: SI expression against the line's intercept.
A_star = 4 * np.pi * const.e * mass * const.m_e * const.k**2 / const.h**3 * 1e-4
A_intercept = np.exp(log_cold + slope_barrier / kT) * AU_TO_A_CM2
assert close(A_intercept, A_star, 1e-6)

# Forward voltage: bulk filling unchanged, barrier and bending lowered together.
voltage = 0.004
J_forward = grid_flux(mass, kT, barrier - voltage, bend - voltage)[0]
J_net = J_forward - J_grid
assert close(J_net, J * (np.exp(voltage / kT) - 1))

print(f"effective mass                        {mass:.2f} electron masses")
print(f"barrier                               {barrier:.3f} hartree")
print(f"band bending                          {bend:.3f} hartree")
print(f"bulk band edge above Fermi level      {barrier - bend:.3f} hartree")
print(f"temperature                           {temperature:.0f} K")
print(f"thermal energy kT                     {kT:.6e} hartree")
print(f"barrier / kT                          {barrier / kT:.4f}")
print(f"band bending / kT                     {bend / kT:.4f}")
print(f"exp(-barrier/kT)                      {np.exp(-barrier / kT):.4e}")
print(f"exp(-(bulk edge - Fermi)/kT)          {np.exp(-(barrier - bend) / kT):.4e}")
print(f"one transverse integral               {transverse_one:.5e} a.u.")
print(f"both transverse integrals             {transverse_one**2:.5e} a.u.")
print(f"normal integral                       {normal_factor:.5e} a.u.")
print(f"prefactor m kT^2/(2 pi^2)             {mass * kT**2 / (2 * np.pi**2):.5e} a.u.")
print(f"J from formula                        {J:.5e} a.u.")
print(f"J from 3D grid                        {J_grid:.5e} a.u.")
print(f"J from 3D grid, degenerate bulk       {J_degenerate:.5e} a.u.")
print(f"J converted                           {J * AU_TO_A_CM2:.4e} A/cm^2")
print(f"one a.u. of current density           {AU_TO_A_CM2:.5e} A/cm^2")
print(f"Richardson constant, this mass        {A_star:.3f} A/(cm^2 K^2)")
print(f"Richardson constant, mass 1           {A_star / mass:.3f} A/(cm^2 K^2)")
print(f"effective density of states Nc        {Nc:.4e} bohr^-3")
print(f"bulk electron density                 {n_bulk:.4e} bohr^-3")
print(f"density at barrier top                {n_top:.4e} bohr^-3")
print(f"mean speed                            {speed:.5e} a.u.")
print(f"mean normal excess energy / kT        {normal_mean / kT:.6f}")
print(f"mean transverse energy / kT           {transverse_mean / kT:.6f}")
print(f"overcount by total-energy rule        {overcount:.3f}")
print(f"Fermi/Boltzmann current, barrier 2kT  {fermi_ratio:.5f}")
print(f"Fermi/Boltzmann current, barrier 6kT  {ratio6:.6f}")
print(f"relative Boltzmann error, example     {np.exp(-barrier / kT) / 4:.2e}")
print(f"second temperature                    {hot:.0f} K")
print(f"kT at second temperature              {kT_hot:.6e} hartree")
print(f"J at second temperature               {J_hot:.5e} a.u.")
print(f"J ratio, second to first temperature  {J_hot / J_grid:.2f}")
print(f"barrier from Richardson slope         {slope_barrier:.6f} hartree")
print(f"forward voltage as energy             {voltage:.3f} hartree")
print(f"exp(voltage/kT)                       {np.exp(voltage / kT):.3f}")
print(f"net forward current                   {J_net:.5e} a.u.")
print(f"net forward current converted         {J_net * AU_TO_A_CM2:.4e} A/cm^2")
print("no test failed")
```

Printed output:

```
effective mass                        0.50 electron masses
barrier                               0.020 hartree
band bending                          0.014 hartree
bulk band edge above Fermi level      0.006 hartree
temperature                           300 K
thermal energy kT                     9.500435e-04 hartree
barrier / kT                          21.0517
band bending / kT                     14.7362
exp(-barrier/kT)                      7.2007e-10
exp(-(bulk edge - Fermi)/kT)          1.8081e-03
one transverse integral               5.46319e-02 a.u.
both transverse integrals             2.98465e-03 a.u.
normal integral                       3.78362e-10 a.u.
prefactor m kT^2/(2 pi^2)             2.28627e-08 a.u.
J from formula                        1.64628e-17 a.u.
J from 3D grid                        1.64628e-17 a.u.
J from 3D grid, degenerate bulk       1.64628e-17 a.u.
J converted                           3.8940e-03 A/cm^2
one a.u. of current density           2.36534e+14 A/cm^2
Richardson constant, this mass        60.087 A/(cm^2 K^2)
Richardson constant, mass 1           120.173 A/(cm^2 K^2)
effective density of states Nc        1.3147e-06 bohr^-3
bulk electron density                 2.3771e-09 bohr^-3
density at barrier top                9.4669e-16 bohr^-3
mean speed                            6.95596e-02 a.u.
mean normal excess energy / kT        1.000000
mean transverse energy / kT           1.000000
overcount by total-energy rule        15.736
Fermi/Boltzmann current, barrier 2kT  0.96806
Fermi/Boltzmann current, barrier 6kT  0.999381
relative Boltzmann error, example     1.80e-10
second temperature                    400 K
kT at second temperature              1.266725e-03 hartree
J at second temperature               5.64985e-15 a.u.
J ratio, second to first temperature  343.19
barrier from Richardson slope         0.020000 hartree
forward voltage as energy             0.004 hartree
exp(voltage/kT)                       67.379
net forward current                   1.09278e-15 a.u.
net forward current converted         2.5848e-01 A/cm^2
no test failed
```
